# Intrinsic birefringence of cubic crystals from second-order spatial dispersion, part 2

A transparent, strain-free, nonmagnetic cubic crystal of class \(m3m\) or \(\bar43m\) is weakly birefringent because its dielectric tensor, defined by \(D_i=\varepsilon_{ij}E_j\), depends on the wave vector. For a plane wave \(\mathbf E\,e^{i\mathbf q\cdot\mathbf r-i\omega t}\), with \(x,y,z\) along the cube edges, the tensor to second order in \(\mathbf q\) is, apart from a linear term that vanishes,

\[
\varepsilon_{ij}=\varepsilon_0\delta_{ij}+Aq^2\delta_{ij}+Bq_iq_j+Cq_i^2\delta_{ij},
\]

with no sum in the last term. Only \(C\), which has the dimension of an area, splits the indices at leading order. Symmetry does not fix its value. The lattice model below shows how \(C\) arises, and can also be solved without expanding in \(\mathbf q\).

Here \(\mathbf q=q\mathbf s\) with \(|\mathbf s|=1\), \(k=\omega/c=2\pi/\lambda\), \(\lambda\) is the vacuum wavelength, and \(n=\sqrt{\varepsilon_0}\). \(L\) and \(T\) mark field components along and normal to \(\mathbf s\); the lattice sum introduced below is also called \(L\). Reciprocity reads \(\varepsilon_{ij}(\mathbf q)=\varepsilon_{ji}(-\mathbf q)\).

For orthonormal transverse vectors \(\mathbf e_1,\mathbf e_2\), define

\[
M_{ab}=\sum_i e_{a,i}\,e_{b,i}\,s_i^2 .
\]

The eigenvalues of \(M\) are \(\lambda_1\ge\lambda_2\), and \(\delta=\lambda_1-\lambda_2\). To leading order

\[
n_1-n_2=\frac{Cq^2\delta}{2n}=\frac{2\pi^2nC}{\lambda^2}\,\delta .
\]

In the next formulas only, \(x=s_x^2\), \(y=s_y^2\), \(z=s_z^2\). With \(\sigma_2=xy+yz+zx\) and \(\sigma_3=xyz\), \(\mathrm{tr}\,M=2\sigma_2\) and \(\delta=2\sqrt{\sigma_2^2-3\sigma_3}\). With \(p=xy\), \(r=yz\), \(t=zx\), the sum of three squares from Part I is

\[
\begin{aligned}
\delta^2&=4\left[(p+r+t)^2-3(pr+rt+tp)\right]\\
&=2\left[(p-r)^2+(r-t)^2+(t-p)^2\right].
\end{aligned}
\]

\(\delta\) vanishes only on the seven <100> and <111> axes. Its maximum, \(1/2\), occurs along <110>. For a wave along [110],

\[
n_{[1\bar10]}-n_{[001]}=\frac{\pi^2nC}{\lambda^2}.
\]

### Oscillators on a lattice

Identical isotropic oscillators sit at the points \(\mathbf R\) of a cubic Bravais lattice with cell volume \(V\). Each has the normalized profile

\[
g(\mathbf r)=(2\pi w^2)^{-3/2}e^{-r^2/2w^2},
\]

whose Fourier transform is \(f(Q)=e^{-w^2Q^2/2}\). Its dipole moment is \(\mathbf p_{\mathbf R}=\chi\int g(\mathbf r-\mathbf R)\,\mathbf E(\mathbf r)\,d^3r\). Here \(\mathbf E\) is the total field, including the oscillator's own, and \(\chi\) is its bare polarizability at the working frequency. Equations are in the \(4\pi\) form of Hartree atomic units, in which \(\chi\) is a volume. Lengths are given in nm.

In a wave, \(\mathbf p_{\mathbf R}=\mathbf p\,e^{i\mathbf q\cdot\mathbf R}\). The polarization \(\sum_{\mathbf R}\mathbf p_{\mathbf R}\,g(\mathbf r-\mathbf R)\) contains the wave vectors \(\mathbf Q=\mathbf q+\mathbf G\), where \(\mathbf G\) runs over the reciprocal lattice. Integrating over one cell and summing over all \(\mathbf R\) amounts to one integral over all space, so its Fourier components are

\[
\mathbf P_{\mathbf Q}=\frac{f(Q)}{V}\,\mathbf p .
\]

Each field component obeys \(Q^2\mathbf E-\mathbf Q(\mathbf Q\cdot\mathbf E)=k^2(\mathbf E+4\pi\mathbf P)\). The scalar product with \(\mathbf Q\) gives \(\mathbf Q\cdot\mathbf E=-4\pi\,\mathbf Q\cdot\mathbf P\). Substituting this back,

\[
\mathbf E_{\mathbf Q}=4\pi\,\frac{k^2\mathbf P_{\mathbf Q}-\mathbf Q(\mathbf Q\cdot\mathbf P_{\mathbf Q})}{Q^2-k^2}.
\]

The field averaged over the profile at \(\mathbf R=0\) is \(\sum_{\mathbf G}f(Q)\mathbf E_{\mathbf Q}\), so

\[
\frac{1}{\chi}\,\mathbf p=\frac{4\pi}{V}\sum_{\mathbf G}e^{-w^2Q^2}\,
\frac{k^2\mathbf p-\mathbf Q(\mathbf Q\cdot\mathbf p)}{Q^2-k^2}.
\]

This is the full retarded problem of the model. For a given direction and \(k\), the allowed \(q\) are those at which the \(3\times3\) matrix on the right has the eigenvalue \(1/\chi\). No dielectric tensor and no expansion in \(\mathbf q\) enters.

### The macroscopic tensor

The component \(\mathbf G=0\) is the macroscopic field \(\mathbf E\). Call the sum over all other \(\mathbf G\), with its prefactor, \(L(\mathbf q,k)\). Then \(\mathbf p/\chi=f(q)\mathbf E+L\mathbf p\). The macroscopic polarization is \(f(q)\mathbf p/V\), and

\[
\varepsilon=1+\frac{4\pi}{V}\,e^{-w^2q^2}\left(\frac1\chi-L\right)^{-1}.
\]

At \(\mathbf q=0\), \(k=0\), cubic symmetry makes \(L\) a number \(L_0\). With \(N=1/\chi-L_0\) this gives \(\varepsilon_0-1=4\pi/(VN)\).

Now let \(L=L_0+\Delta L\). Since \(\mathbf G\) and \(-\mathbf G\) both occur in the sum, \(L\) is even in \(\mathbf q\), and \(\Delta L\) starts at second order in \(q\) and \(k\). To that order \((N-\Delta L)^{-1}=1/N+\Delta L/N^2\), so the tensor \(\varepsilon\) contains

\[
\frac{4\pi}{VN^2}\,\Delta L=\frac{V}{4\pi}(\varepsilon_0-1)^2\,\Delta L .
\]

The factor \(e^{-w^2q^2}\) contributes a multiple of \(q^2\delta_{ij}\), which belongs to \(A\). The retardation term of order \(k^2\) in \(\Delta L\) is taken at \(\mathbf q=0\), where a cubic second-rank tensor is isotropic. Therefore \(C\) follows from \(L(\mathbf q,0)\) alone. With

\[
F(u)=\frac{e^{-w^2u}}{u},\qquad
L_{ij}(\mathbf q,0)=-\frac{4\pi}{V}\sum_{\mathbf G\ne0}Q_iQ_jF(Q^2),
\]

insert \(Q_i=G_i+q_i\) and \(Q^2=G^2+2\mathbf G\cdot\mathbf q+q^2\). The second-order part of \(Q_iQ_jF(Q^2)\) is

\[
\begin{aligned}
&q_iq_jF+2(\mathbf G\cdot\mathbf q)(G_iq_j+q_iG_j)F'\\
&\quad+G_iG_j\left[q^2F'+2(\mathbf G\cdot\mathbf q)^2F''\right],
\end{aligned}
\]

with \(F\) and its derivatives taken at \(G^2\). In a sum over a cubic lattice \(G_iG_j\) may be replaced by \(G^2\delta_{ij}/3\). All terms but the last then take the form \(q^2\delta_{ij}\) or \(q_iq_j\). For the last, define

\[
m_4=\sum_{\mathbf G\ne0} F''G_x^4,\qquad m_{22}=\sum_{\mathbf G\ne0} F''G_x^2G_y^2 .
\]

Sums with an odd power of any component vanish. The \(xx\) element of \(\sum F''G_iG_j(\mathbf G\cdot\mathbf q)^2\) is \(m_4q_x^2+m_{22}(q_y^2+q_z^2)\), and the \(xy\) element is \(2m_{22}q_xq_y\). Together,

\[
\begin{aligned}
\sum_{\mathbf G\ne0} F''G_iG_j(\mathbf G\cdot\mathbf q)^2
={}&m_{22}\left(q^2\delta_{ij}+2q_iq_j\right)\\
&+(m_4-3m_{22})\,q_i^2\delta_{ij}.
\end{aligned}
\]

The coefficient of \(q_i^2\delta_{ij}\) in \(L\) is thus \(-(8\pi/V)(m_4-3m_{22})\). Multiplying by \(V(\varepsilon_0-1)^2/4\pi\),

\[
C=-2(\varepsilon_0-1)^2\sum_{\mathbf G\ne0}F''(G^2)\left(G_x^4-3G_x^2G_y^2\right).
\]

Differentiating \(F\) twice and writing \(\tau=w^2u\),

\[
F''(u)=e^{-\tau}\,\frac{\tau^2+2\tau+2}{u^3}>0 .
\]

The sign of each shell's contribution is therefore set by its geometry alone. In this model \(C\) arises from the short-wavelength fields between the oscillators, which carry the cubic arrangement.

### Worked example

The model parameters are an fcc lattice with cube edge \(a=0.5\) nm, \(w=0.08\) nm, \(\varepsilon_0=2.25\) and \(\lambda=193\) nm. They do not describe a particular material. The condition on \(\varepsilon_0\) fixes \(\chi=0.003917\) nm³.

With \(h=2\pi/a\), the first reciprocal shell consists of the eight vectors \(h(\pm1,\pm1,\pm1)\), for which the geometric sum is \(8h^4(1-3)=-16h^4\). Here \(h^2=157.9\) nm⁻², \(u=3h^2\) and \(\tau=3.03\), so \(e^{-\tau}(\tau^2+2\tau+2)=0.832\). The shell contributes

\[
-2(1.25)^2\,\frac{(-16h^4)(0.832)}{27h^6}
=\frac{50\times0.832}{27\times157.9}\ \mathrm{nm}^2
=9.76\times10^{-3}\ \mathrm{nm}^2 .
\]

The shell {200} has a positive geometric sum, \(32h^4\), and contributes \(-4.59\times10^{-3}\) nm². The shell {220} adds \(0.06\times10^{-3}\) nm². The complete sum is

\[
C=5.228\times10^{-3}\ \mathrm{nm}^2=1.867\ \mathrm{bohr}^2 .
\]

A separate evaluation of \(\varepsilon(\mathbf q)\) at \(q=0.05\) nm⁻¹, without the series in \(\mathbf q\), gives the same value to these digits. For a wave along [110],

\[
n_{[1\bar10]}-n_{[001]}=\frac{9.870\times1.5\times5.228\times10^{-3}}{193^2}
=2.078\times10^{-6}.
\]

This is a retardance of 20.8 nm per cm of path. A quarter-wave difference builds up over \(\lambda/(4\Delta n)=2.32\) cm, where \(\Delta n\) is the magnitude of the index difference.

The full retarded problem gives the same index difference with a relative deviation of the formula of \(2.4\times10^{-5}\). At 386 nm, with \(\chi\) unchanged, the deviation is \(5.9\times10^{-6}\), a quarter as large. This is the behaviour of neglected terms that are smaller than the leading one by a factor of order \(k^2\). The full solution and the formula also agree off the symmetry axes:

| Direction | \(\delta\) | \(\Delta n\), full problem | \(\Delta n\), formula |
|---|---|---|---|
| [110] | 0.5000 | 2.078 × 10⁻⁶ | 2.078 × 10⁻⁶ |
| [112] | 0.1667 | 6.926 × 10⁻⁷ | 6.927 × 10⁻⁷ |
| [123] | 0.3042 | 1.264 × 10⁻⁶ | 1.264 × 10⁻⁶ |

Along [100] and [111] the full problem gives no splitting above \(10^{-12}\).

A simple cubic lattice with \(a=0.3\) nm and the same \(w\) and \(\varepsilon_0\) has \(C=-1.267\times10^{-2}\) nm². Its first shell, {100}, has the positive geometric sum \(2(2\pi/a)^4\) and so contributes negatively. The [110] splitting is \(-5.04\times10^{-6}\), and the slow axis is now [001]. Neither the sign nor the size of \(C\) follows from cubic symmetry or from \(\varepsilon_0\) alone.

### Use in a polarization ray trace

In practice the constant may be specified by the signed index difference \(\Delta_{110}=n_{[1\bar10]}-n_{[001]}=\pi^2nC/\lambda^2\) for a wave along [110]. The transverse indices for any direction are then the eigenvalues of the matrix

\[
\mathcal N=\bar n+2\Delta_{110}M,
\]

where \(\bar n\) is the isotropic index including the shift due to \(A\). The factor 2 is needed because \(\delta=1/2\) along [110].

In crystal axes let \(\mathbf s=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)\). Choose

\[
\begin{aligned}
\mathbf e_1&=(\cos\theta\cos\phi,\cos\theta\sin\phi,-\sin\theta),\\
\mathbf e_2&=(-\sin\phi,\cos\phi,0).
\end{aligned}
\]

Substitution in \(M_{ab}=\sum_ie_{a,i}e_{b,i}s_i^2\), with \(\cos^4\phi+\sin^4\phi=1-\tfrac12\sin^22\phi\), gives

\[
\begin{aligned}
M_{11}&=\sin^2\theta\cos^2\theta\left(2-\tfrac12\sin^22\phi\right),\\
M_{22}&=\tfrac12\sin^2\theta\sin^22\phi,\\
M_{12}&=-\tfrac14\cos\theta\sin^2\theta\sin4\phi .
\end{aligned}
\]

For [110], \(\theta=90^\circ\) and \(\phi=45^\circ\), so \(M_{22}=1/2\) and the other elements vanish, as they should.

Over a distance \(\ell\) along \(\mathbf s\), the transverse amplitudes of a plane wave are multiplied by \(J=e^{2\pi i\ell\mathcal N/\lambda}\), for the time factor \(e^{-i\omega t}\). Let \(K=M-\sigma_2\), with \(\sigma_2\) times the unit matrix understood. \(K\) has zero trace and eigenvalues \(\pm\delta/2\), so \(K^2=\delta^2/4\). Separating even and odd powers in the exponential series, with \(\psi=4\pi\Delta_{110}\ell/\lambda\),

\[
\begin{aligned}
J={}&e^{2\pi i\ell(\bar n+2\Delta_{110}\sigma_2)/\lambda}\\
&\times\left[\cos\frac{\psi\delta}{2}+\frac{2i}{\delta}\sin\frac{\psi\delta}{2}\,K\right].
\end{aligned}
\]

At \(\delta=0\) the matrix \(K\) is zero and the bracket is 1. A program should treat this case separately. The prefactor contains the scalar phase \(4\pi\ell\Delta_{110}\sigma_2/\lambda\), which varies with direction and acts on both polarizations alike. It is lost if only the index difference is kept.

Near [111], \(\delta\) should be computed from the sum of three squares in Part I. The form \(2\sqrt{\sigma_2^2-3\sigma_3}\) subtracts nearly equal numbers, and the square root enlarges the rounding error. For the fcc example, evaluated in double precision, this form gives an index difference of about \(6\times10^{-14}\) instead of zero along [111].

Two equal path lengths along [110], with the second crystal turned by 90° about the beam, cancel each other's retardance. The turn exchanges the two eigenvectors of \(M\), and the two matrices add to a multiple of the unit matrix.

### Range of validity

The factor \(1/\lambda^2\) describes the whole wavelength dependence only if the product \(nC\) is constant. In a real crystal \(n\) and \(C\) both vary with frequency, and near an absorption line the expansion in \(\mathbf q\) itself may fail. Strain that breaks the cubic symmetry adds a birefringence that does not obey the angular law given here.

The lattice model has one isotropic oscillator per primitive cell and no electronic band structure. Its value of \(C\) shows a mechanism and checks the general formulas. For a given material \(C\) must be measured or computed from its electronic structure.

In class \(m3m\) the zeros on the symmetry axes do not depend on the truncation at second order. Inversion gives \(\varepsilon(\mathbf q)=\varepsilon(-\mathbf q)\), and with reciprocity this makes \(\varepsilon\) symmetric. For \(\mathbf q\) along <100> or <111>, a fourfold or threefold rotation about \(\mathbf q\) leaves the tensor unchanged. It forbids coupling between \(L\) and \(T\), since no transverse vector survives the rotation. It also forces the symmetric transverse block to be a multiple of the unit matrix, since otherwise its two principal axes would have to be carried into themselves by a turn of 90° or 120° without exchanging unequal values. Directions other than these axes have no such protection: if \(C\) happens to vanish, fourth-order terms decide the birefringence away from these seven axes.

## Table of computed values

```
Allowed constants (linear in q, quadratic in q):
  class Oh: 0, 3
  class Td: 0, 3
  class O: 1, 3
  class Th: 0, 4
  class T: 1, 4
Largest delta on grid of 20000 directions: 0.49979
Smallest delta over 10 deg from all null axes: 0.0294
Oscillator width w = 0.08 nm, eps0 = 2.25, n = 1.500
Vacuum wavelength = 193.0 nm, q = 0.048833 nm^-1
Lattice fcc: a = 0.5 nm, V = 0.03125 nm^3
  bare polarizability chi = 0.003917 nm^3
  C from lattice sum  = 5.228384e-03 nm^2
  C from eps(q)       = 5.228114e-03 nm^2
  C converted         = 1.86709 bohr^2
  193 nm: n[1-10] = 1.499993867, n[001] = 1.499991789
    difference: Maxwell 2.07794e-06, formula 2.07799e-06
    relative error of formula = 2.37e-05
  386 nm: n[1-10] = 1.499998467, n[001] = 1.499997947
    difference: Maxwell 5.19495e-07, formula 5.19498e-07
    relative error of formula = 5.92e-06
Lattice sc: a = 0.3 nm, V = 0.02700 nm^3
  bare polarizability chi = 0.003235 nm^3
  C from lattice sum  = -1.267116e-02 nm^2
  C from eps(q)       = -1.267078e-02 nm^2
  C converted         = -4.52495 bohr^2
  193 nm: n[1-10] = 1.499989876, n[001] = 1.499994912
    difference: Maxwell -5.03589e-06, formula -5.03608e-06
    relative error of formula = 3.72e-05
  386 nm: n[1-10] = 1.499997469, n[001] = 1.499998728
    difference: Maxwell -1.25901e-06, formula -1.25902e-06
    relative error of formula = 9.31e-06
fcc contributions to C by reciprocal shell:
  shell 111: 9.75854e-03 nm^2
  shell 200: -4.58971e-03 nm^2
  shell 220: 6.36632e-05 nm^2
fcc birefringence by direction (delta, Maxwell, formula):
  [100]: 0.00000, 0.0000e+00, 0.0000e+00
  [111]: 0.00000, 6.6613e-16, 6.1929e-14
  [110]: 0.50000, 2.0779e-06, 2.0780e-06
  [112]: 0.16667, 6.9260e-07, 6.9266e-07
  [123]: 0.30425, 1.2644e-06, 1.2644e-06
fcc retardance along [110] = 20.779 nm per cm
fcc quarter-wave thickness = 2.322 cm
```
